# The Covariant Hartree Energy of Stationary Dirac Sources: a program that tests the result

```python
"""
Result under test: for stationary sources the covariant Hartree energy is
  E_H = 1/2 int int n n'/R - 1/(2 c^2) int int j.j'/R ,  R = |r-r'|,
with no retardation. n: electron number density, j: number current density,
c: speed of light. Hartree atomic units, Gaussian electromagnetic fields.
Example: Dirac 1s orbital in the field of a point nucleus of charge Z.
gamma = sqrt(1-(Z/c)^2); the radial density is a gamma density of shape
s = 2 gamma + 1 and rate 2 Z.
"""
import numpy as np
from scipy import constants, integrate, sparse
from scipy.sparse.linalg import spsolve
from scipy.special import betainc, gammaln

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
print(f"speed of light c = {c:.6f} a.u.")

# ---------- retardation: charge circling on a ring of radius 1 bohr ----------
beta = 0.5                                  # speed / c
observer = np.array([1.6, 0.0, 0.8])


def ring_geometry(phase):
    zero = np.zeros_like(phase)
    source = np.stack([np.cos(phase), np.sin(phase), zero], axis=-1)
    tangent = np.stack([-np.sin(phase), np.cos(phase), zero], axis=-1)
    separation = observer - source
    return separation, np.linalg.norm(separation, axis=-1), tangent


def lienard_wiechert(present_phase):
    """Potentials of unit charges whose phases at the observation time are given."""
    phase = present_phase.copy()
    for _ in range(100):
        phase = present_phase - beta * ring_geometry(phase)[1]
    separation, distance, tangent = ring_geometry(phase)
    scalar = 1.0 / (distance - beta * np.sum(tangent * separation, axis=-1))
    return scalar, beta * tangent * scalar[:, None]


phases = 2 * np.pi * np.arange(400) / 400
scalar_lw, vector_lw = lienard_wiechert(phases)
_, distance, tangent = ring_geometry(phases)
scalar_static = np.mean(1 / distance)
vector_static = np.mean(beta * tangent / distance[:, None], axis=0)
assert abs(scalar_lw.mean() - scalar_static) < 1e-10
assert np.allclose(vector_lw.mean(axis=0), vector_static, atol=1e-10)
# first harmonic in time: here the retarded kernel must survive
harmonic_lw = np.mean(scalar_lw * np.exp(1j * phases))
harmonic_ret = np.mean(np.exp(1j * (phases + beta * distance)) / distance)
harmonic_inst = np.mean(np.exp(1j * phases) / distance)
assert abs(harmonic_lw - harmonic_ret) < 1e-10
assert abs(harmonic_lw - harmonic_inst) > 0.01
print(f"ring: radius 1 bohr, total charge 1 e, speed/c = {beta}")
print("ring: observer x, y, z =", observer, "bohr")
for number in (1, 4, 16):
    few = 2 * np.pi * np.arange(number) / number
    value_ret = lienard_wiechert(few)[0].mean()
    value_inst = np.mean(1 / ring_geometry(few)[1])
    print(f"{number:2d} charges: retarded {value_ret:.8f}, "
          f"instantaneous {value_inst:.8f} hartree/e")
print(f"ring phi: retarded mean {scalar_lw.mean():.10f} hartree/e")
print(f"ring phi: instantaneous {scalar_static:.10f} hartree/e")
print(f"ring A_y: retarded mean {vector_lw.mean(axis=0)[1]:.10f} hartree/e")
print(f"ring A_y: instantaneous {vector_static[1]:.10f} hartree/e")
print(f"first harmonic, from moving charge: {harmonic_lw:.6f} hartree/e")
print(f"first harmonic, retarded kernel: {harmonic_ret:.6f} hartree/e")
print(f"first harmonic, instantaneous kernel: {harmonic_inst:.6f} hartree/e")

# ---------- one quantized field mode under a constant force ----------
omega, force, levels = 1.3, 0.7, 60
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
coordinate = (lower + lower.T) / np.sqrt(2 * omega)
mode_h = np.diag(omega * (np.arange(levels) + 0.5)) - force * coordinate
mode_shifts = np.linalg.eigvalsh(mode_h)[:3] - omega * (np.arange(3) + 0.5)
assert np.allclose(mode_shifts, -force**2 / (2 * omega**2), atol=1e-10)
print(f"mode: frequency {omega}, force {force}, "
      f"shift {mode_shifts[0]:.8f} (all a.u.)")


# ---------- gauge independence needs closed (divergence-free) currents ----------
def line_integrals(fraction, points=400):
    """Double line integrals of the two kernels for arcs of two tilted circles."""
    step = 2 * np.pi * fraction / points
    t = (np.arange(points) + 0.5) * step
    zero, tilt = np.zeros_like(t), 0.6
    first = np.stack([np.cos(t), np.sin(t), zero], axis=-1)
    d_first = np.stack([-np.sin(t), np.cos(t), zero], axis=-1) * step
    axis_u = np.array([np.cos(tilt), 0, np.sin(tilt)])
    axis_v = np.array([0.0, 1.0, 0.0])
    second = 0.7 * (np.outer(np.cos(t), axis_u) + np.outer(np.sin(t), axis_v))
    second = second + np.array([0.3, 0.2, 1.5])
    d_second = 0.7 * step * (np.outer(-np.sin(t), axis_u)
                             + np.outer(np.cos(t), axis_v))
    sep = first[:, None, :] - second[None, :, :]
    dist = np.linalg.norm(sep, axis=-1)
    dot = d_first @ d_second.T
    along = (np.einsum("ik,ijk->ij", d_first, sep)
             * np.einsum("jk,ijk->ij", d_second, sep) / dist**2)
    return np.sum(dot / dist), np.sum((dot + along) / (2 * dist))


closed, opened = line_integrals(1.0), line_integrals(0.5)
assert abs(closed[0] - closed[1]) < 1e-10
assert abs(opened[0] - opened[1]) > 0.01
print(f"closed loops: Feynman {closed[0]:.8f}, Coulomb {closed[1]:.8f} bohr")
print(f"open arcs: Feynman {opened[0]:.5f}, Coulomb {opened[1]:.5f} bohr")

# ---------- Dirac 1s orbital ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha = np.array([np.kron(np.array([[0, 1], [1, 0]]), m) for m in pauli])
beta_matrix = np.diag([1.0, 1.0, -1.0, -1.0])


def orbital(points, charge, spin):
    """Unnormalized 1s spinor at points of shape (N, 3); spin 0 is up, 1 down."""
    gamma = np.sqrt(1 - (charge / c)**2)
    r = np.linalg.norm(points, axis=1)
    radial = r**(gamma - 1) * np.exp(-charge * r)
    chi = np.eye(2, dtype=complex)[spin]
    sigma_r_chi = (points / r[:, None]) @ (pauli @ chi)
    small_ratio = (1 - gamma) * c / charge
    upper = radial[:, None] * chi
    return np.hstack([upper, 1j * small_ratio * radial[:, None] * sigma_r_chi])


def velocity_over_c(points, charge, spin):
    psi = orbital(points, charge, spin)
    density = np.sum(abs(psi)**2, axis=1)
    current = np.stack([np.sum(psi.conj() * (psi @ a.T), axis=1).real
                        for a in alpha], axis=1)
    return current / density[:, None]


Z = 80
gamma = np.sqrt(1 - (Z / c)**2)
shape = 2 * gamma + 1
test_points = np.array([[0.9, 0.4, -0.7], [-0.3, 1.2, 0.5], [0.2, -0.6, 1.9]]) / Z
h = 1e-3 / Z
for spin in (0, 1):
    psi = orbital(test_points, Z, spin)
    radius = np.linalg.norm(test_points, axis=1)
    h_psi = c**2 * psi @ beta_matrix - (Z / radius)[:, None] * psi
    for k in range(3):
        d = h * np.eye(3)[k]
        derivative = (8 * (orbital(test_points + d, Z, spin)
                           - orbital(test_points - d, Z, spin))
                      - orbital(test_points + 2 * d, Z, spin)
                      + orbital(test_points - 2 * d, Z, spin)) / (12 * h)
        h_psi = h_psi - 1j * c * derivative @ alpha[k].T
    residual = np.max(abs(h_psi - gamma * c**2 * psi)) / np.max(abs(c**2 * psi))
    assert residual < 1e-8
velocity_up = velocity_over_c(test_points, Z, 0)
velocity_down = velocity_over_c(test_points, Z, 1)
z_cross_unit = np.cross([0, 0, 1], test_points / radius[:, None])
assert np.allclose(velocity_up, Z / c * z_cross_unit, atol=1e-12)
assert np.max(abs(velocity_up + velocity_down)) < 1e-12   # closed pair: j = 0


def closed_forms(charge):
    s = 2 * np.sqrt(1 - (charge / c)**2) + 1
    coulomb = 2 * charge * betainc(s, s - 1, 0.5) / (s - 1)
    current = (-4 * charge**3 / (9 * c**2) * s * betainc(s + 1, s - 2, 0.5)
               / ((s - 1) * (s - 2)))
    return coulomb, current


def radial_integrals(charge):
    """Double integrals over x = 2 Z r and t = r_< / r_>."""
    s = 2 * np.sqrt(1 - (charge / c)**2) + 1

    def p(x):
        return np.exp((s - 1) * np.log(x) - x - gammaln(s))

    coulomb = integrate.dblquad(lambda t, x: p(x) * p(x * t), 0, 60, 0, 1,
                                epsabs=1e-9, epsrel=1e-9)[0]
    current = integrate.dblquad(lambda t, x: 2 * t * p(x) * p(x * t),
                                0, 60, 0, 1, epsabs=1e-9, epsrel=1e-9)[0]
    return (2 * charge * coulomb,
            -charge**2 / (9 * c**2) * 2 * charge * current)


print("1s orbital, spin up: Coulomb, current term, ratio, ratio/leading law")
for charge in (1, 20, 40, 60, 80):
    e_c, e_j = closed_forms(charge)
    assert np.allclose((e_c, e_j), radial_integrals(charge), rtol=1e-6, atol=0)
    leading = -2 / 15 * (charge / c)**2
    if charge == 1:
        assert abs(e_c / (5 / 16) - 1) < 1e-3
        assert abs(e_j / (-1 / (24 * c**2)) - 1) < 1e-3
    print(f"Z={charge:2d}: {e_c:.6f} hartree, {e_j:.4e} hartree, "
          f"{e_j / e_c:.4e}, {e_j / e_c / leading:.4f}")

# ---------- six-dimensional sampling straight from the spinors ----------
rng = np.random.default_rng(12345)


def sample_points(number):
    direction = rng.normal(size=(number, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    return direction * rng.gamma(shape, 1 / (2 * Z), size=number)[:, None]


batches, batch_size = 16, 125000
sums, squares = np.zeros(3), np.zeros(3)
for _ in range(batches):
    r1, r2 = sample_points(batch_size), sample_points(batch_size)
    v1, v2 = velocity_over_c(r1, Z, 0), velocity_over_c(r2, Z, 0)
    sep = r1 - r2
    dist = np.linalg.norm(sep, axis=1)
    dot = np.sum(v1 * v2, axis=1)
    along = np.sum(v1 * sep, axis=1) * np.sum(v2 * sep, axis=1) / dist**2
    terms = np.array([0.5 / dist, -0.5 * dot / dist, -0.25 * (dot + along) / dist])
    sums += terms.sum(axis=1)
    squares += (terms**2).sum(axis=1)
total = batches * batch_size
means = sums / total
errors = np.sqrt((squares / total - means**2) / total)
e_coulomb, e_current = closed_forms(Z)
exact = np.array([e_coulomb, e_current, e_current])
assert np.all(errors < 0.02 * abs(exact))
assert np.all(abs(means - exact) < 5 * errors)   # five standard errors

# ---------- sign: minimize magnetic field energy plus coupling ----------
# A = a(r) sin(theta) e_phi, B_r = 2 a cos(theta)/r, B_theta = -(r a)' sin(theta)/r
nodes = np.exp(np.linspace(np.log(1e-5), np.log(1e3), 2500)) / (2 * Z)
width, middle = np.diff(nodes), 0.5 * (nodes[1:] + nodes[:-1])
size = len(nodes)
average = sparse.diags([0.5, 0.5], [0, 1], shape=(size - 1, size))
slope = sparse.diags([-nodes[:-1] / width, nodes[1:] / width], [0, 1],
                     shape=(size - 1, size))
weight = sparse.diags(width)
stiffness = (4 * np.pi / 3 * 4 * average.T @ weight @ average
             + 8 * np.pi / 3 * slope.T @ weight @ slope) / (8 * np.pi)
radial_density = np.exp(shape * np.log(2 * Z) + (shape - 1) * np.log(middle)
                        - 2 * Z * middle - gammaln(shape))
r2_current = Z * radial_density / (4 * np.pi)
load = average.T @ (8 * np.pi / 3 * r2_current * width) / c
field = spsolve((2 * stiffness).tocsc(), load)
field_energy = field @ (stiffness @ field)
coupling_energy = -load @ field
# the tolerance covers the second-order grid error
assert abs((field_energy + coupling_energy) / e_current - 1) < 5e-4
assert abs(field_energy / (-e_current) - 1) < 5e-4

print(f"Z = {Z}: gamma = {gamma:.8f}, s = {shape:.8f}, Z/c = {Z / c:.8f}")
print(f"largest speed/c in the 1s current, Z = {Z}: {Z / c:.6f}")
print(f"sampled pairs of points: {total}")
for label, mean, error in zip(("Coulomb", "current, Feynman gauge",
                               "current, Coulomb gauge"), means, errors):
    print(f"sampled {label}: {mean:.5f} +- {error:.5f} hartree")
print(f"grid: magnetic field energy {field_energy:.6f} hartree")
print(f"grid: coupling energy {coupling_energy:.6f} hartree")
print(f"grid: their sum {field_energy + coupling_energy:.6f} hartree")
print(f"Coulomb term, Z = {Z}: {e_coulomb:.6f} hartree")
print(f"current term, Z = {Z}: {e_current:.6f} hartree "
      f"= {e_current * hartree_ev:.4f} eV")
print(f"covariant Hartree energy: {e_coulomb + e_current:.6f} hartree "
      f"= {(e_coulomb + e_current) * hartree_ev:.3f} eV")
print(f"closed 1s pair: Coulomb {4 * e_coulomb:.6f} hartree")
print("closed 1s pair: largest |j|/(c n) at test points = "
      f"{np.max(abs(velocity_up + velocity_down)) / 2:.1e}")
print("done: every assertion held")
```

It prints:

```
speed of light c = 137.035999 a.u.
ring: radius 1 bohr, total charge 1 e, speed/c = 0.5
ring: observer x, y, z = [1.6 0.  0.8] bohr
 1 charges: retarded 1.24987526, instantaneous 1.00000000 hartree/e
 4 charges: retarded 0.61481878, instantaneous 0.58587685 hartree/e
16 charges: retarded 0.57042774, instantaneous 0.57040113 hartree/e
ring phi: retarded mean 0.5704003935 hartree/e
ring phi: instantaneous 0.5704003935 hartree/e
ring A_y: retarded mean 0.0679208375 hartree/e
ring A_y: instantaneous 0.0679208375 hartree/e
first harmonic, from moving charge: 0.176337+0.029980j hartree/e
first harmonic, retarded kernel: 0.176337+0.029980j hartree/e
first harmonic, instantaneous kernel: 0.135842-0.000000j hartree/e
mode: frequency 1.3, force 0.7, shift -0.14497041 (all a.u.)
closed loops: Feynman 1.09666351, Coulomb 1.09666351 bohr
open arcs: Feynman 1.56015, Coulomb 0.99431 bohr
1s orbital, spin up: Coulomb, current term, ratio, ratio/leading law
Z= 1: 0.312506 hartree, -2.2188e-06 hartree, -7.1002e-06, 1.0000
Z=20: 6.299692 hartree, -1.7864e-02 hartree, -2.8357e-03, 0.9984
Z=40: 12.914739 hartree, -1.4578e-01 hartree, -1.1287e-02, 0.9936
Z=60: 20.260909 hartree, -5.1000e-01 hartree, -2.5172e-02, 0.9848
Z=80: 29.047781 hartree, -1.2811e+00 hartree, -4.4104e-02, 0.9706
Z = 80: gamma = 0.81190599, s = 2.62381197, Z/c = 0.58378821
largest speed/c in the 1s current, Z = 80: 0.583788
sampled pairs of points: 2000000
sampled Coulomb: 29.04863 +- 0.01772 hartree
sampled current, Feynman gauge: -1.28031 +- 0.00514 hartree
sampled current, Coulomb gauge: -1.28120 +- 0.00330 hartree
grid: magnetic field energy 1.281104 hartree
grid: coupling energy -2.562208 hartree
grid: their sum -1.281104 hartree
Coulomb term, Z = 80: 29.047781 hartree
current term, Z = 80: -1.281111 hartree = -34.8608 eV
covariant Hartree energy: 27.766670 hartree = 755.570 eV
closed 1s pair: Coulomb 116.191124 hartree
closed 1s pair: largest |j|/(c n) at test points = 0.0e+00
done: every assertion held
```
